\section*{Does a good Varshni fit establish a quadratic low-temperature gap law?}

\section*{Question}

I am practising fits of band gaps against temperature. To know the right answer in advance, I generated noise-free data from the Bose--Einstein expression for one optical phonon,
\begin{equation}
E(T)=E_s-a\,[2n(T)+1],\qquad n(T)=\frac{1}{e^{\Theta/T}-1},
\label{eq:data}
\end{equation}
with $E_s=90$ mRy, $a=4$ mRy and phonon energy $k_B\Theta=2$ mRy, so that $\Theta=315.78$ K. These are round model values, not those of a material. I took 31 equally spaced temperatures from 0 to 600 K and fitted the Varshni formula
\begin{equation}
E_V(T)=E_0-\frac{\alpha T^2}{T+\beta}
\label{eq:varshni}
\end{equation}
by unweighted least squares. The rms residual is 0.099 mRy, less than 1\% of the total gap change, and on a plot the curves nearly coincide.

Expanding (\ref{eq:varshni}) at small $T$ gives a term in $T^2$. Does the good fit mean that my data are quadratic there? If not, how can I show it, and would more cold data points repair the fit? I also expected $\beta$ to tell me the phonon temperature, but I get 292 K, which is neither $\Theta$ nor $\Theta/2$.

\section*{Answer}

The fit does not establish a quadratic law. An rms residual over 600 K measures how close two curves are on average; it says little about how each leaves its own zero-temperature value. That has to be examined separately.

\subsection*{Where the data law comes from}

Take a harmonic mode at fixed volume, with ladder operators $b,b^\dagger$ and a gap that depends on the dimensionless displacement $b+b^\dagger$. A linear term averages to zero, because the harmonic mode is symmetric about its rest position. The first surviving term is quadratic, with a temperature-independent coefficient that I call $-a$, $a>0$. Since $b^2$ and $b^{\dagger2}$ have no diagonal elements between number states, and $bb^\dagger=b^\dagger b+1$,
\begin{equation}
\langle(b+b^\dagger)^2\rangle
=\langle bb^\dagger+b^\dagger b\rangle=2n+1 .
\end{equation}
With $q=e^{-\Theta/T}$, the mean occupation is
\begin{equation}
n=\frac{\sum_m m q^m}{\sum_m q^m}
=\frac{q/(1-q)^2}{1/(1-q)}=\frac{q}{1-q},
\end{equation}
which is the $n$ of (\ref{eq:data}). At $T=0$ only the zero-point term remains, so $E(0)=E_s-a=86$ mRy.

Define a shift as the positive drop of a gap from its own value at $T=0$:
\begin{equation}
S_B=E(0)-E(T)=\frac{2a}{e^{\Theta/T}-1},\qquad
S_V=E_0-E_V(T)=\frac{\alpha T^2}{T+\beta}.
\end{equation}

\subsection*{The two approaches to zero temperature}

For $T\ll\Theta$ and $T\ll\beta$, geometric series give
\begin{align}
S_B&=2a\frac{q}{1-q}=2a\,e^{-\Theta/T}\left(1+e^{-\Theta/T}+\cdots\right),\\
S_V&=\frac{\alpha T^2}{\beta}\frac{1}{1+T/\beta}
=\frac{\alpha}{\beta}T^2\left(1-\frac{T}{\beta}+\cdots\right).
\end{align}
The exponential appears because a cold mode is rarely excited: one quantum costs $k_B\Theta$, and there are no cheaper excitations in this model.

The mismatch does not depend on the fitted values. For any $\alpha,\beta>0$,
\begin{equation}
\frac{S_V}{S_B}=\frac{\alpha T^2}{2a(T+\beta)}\left(e^{\Theta/T}-1\right)
>\frac{\alpha\Theta^3}{12a\,T(T+\beta)},
\end{equation}
where I used $e^y-1>y^3/6$ for $y=\Theta/T>0$. The right side diverges as $T\to0$, and so does the ratio.

At 20 K, $\Theta/T=15.789$, and your fitted parameters give
\begin{align}
S_B&\simeq 8\,e^{-15.789}\ \text{mRy}=1.11\times10^{-6}\ \text{mRy},\\
S_V&=\frac{0.029495\times 20^2}{20+291.79}\ \text{mRy}=0.0378\ \text{mRy}.
\end{align}
The Varshni shift is too large by a factor of $3.4\times10^4$. At 80 K the factor is 3.2, and at 320 K it is 1.04. In absolute terms the error in the shift at 20 K is only about 0.5 meV, against a total gap change of 157 meV up to 600 K, which is why a plot of the whole gap hides it. (The gaps themselves differ by 2.8 meV at 20 K, because the fitted $E_0$ is also too high.)

\subsection*{A diagnostic that does not depend on the fit}

Use the local exponent $p=d\ln S/d\ln T$, which equals $m$ for a pure power $T^m$. With $x=\Theta/T$ we have $d/d\ln T=-x\,d/dx$, hence
\begin{align}
p_B&=x\frac{d}{dx}\ln(e^x-1)=\frac{x e^x}{e^x-1}=\frac{x}{1-e^{-x}},\\
p_V&=\frac{d}{d\ln T}\left[2\ln T-\ln(T+\beta)\right]=2-\frac{T}{T+\beta}.
\end{align}
For $\beta>0$ and $T>0$, $p_V$ lies between 1 and 2. By contrast, $p_B$ grows steadily on cooling, since
\begin{equation}
\frac{dp_B}{dx}=\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}>0
\quad\text{because}\quad e^x>1+x .
\end{equation}
It passes 2 when $x=2(1-e^{-x})$. Writing this as $x-2=-2e^{-x}$ and multiplying by $e^{x-2}$ gives
\begin{equation}
(x-2)e^{x-2}=-2e^{-2},\qquad x=2+W(-2e^{-2})=1.5936,
\end{equation}
with $W$ the principal Lambert function; the other real branch gives the irrelevant root $x=0$. The crossing is at $T=\Theta/1.5936=198$ K. Below it, no positive $\beta$ reproduces the local exponent of your data. At 40 K the data have $p_B=7.9$ and your fit has $p_V=1.9$.

An Arrhenius plot, $\ln S$ against $1/T$, shows the same thing. Since $d(1/T)=-dT/T^2$,
\begin{equation}
-\frac{d\ln S}{d(1/T)}=T^2\frac{d\ln S}{dT}=T\,p
\longrightarrow
\begin{cases}\Theta & \text{(optical mode)},\\ 2T & \text{(Varshni)},\end{cases}
\qquad T\to0 .
\end{equation}
Only the first is a constant activation temperature. Straight lines through nine points from 20 to 60 K give 315.9 K for the data, against the input 315.8 K, and 62 K for the fitted curve. The second number is an average slope of a bent curve, not a phonon temperature. The intercept for the data gives a prefactor of 8.04 mRy, close to $2a=8$ mRy.

Subtract each curve from its own zero-temperature gap. If you subtract the data from the fitted $E_0$, you plot $E_0-E(0)+S_B$, whose constant part hides the exponential. With measured data the resolution also matters: $S_B$ is about 2 meV at 80 K but 0.04 meV at 40 K, so the 20 K end of this plot is accessible here because the data are noise-free.

\subsection*{What the fit did}

To make the fit transparent, put $u=1/\beta$ and $c=\alpha/\beta$, so that $S_V=c\,h$ with $h(T)=T^2/(1+uT)$. At fixed $u$, minimize $R=\sum_i(E_i-E_0+c h_i)^2$. Setting $\partial R/\partial E_0=0$ gives $E_0=\bar E+c\bar h$, where bars are averages over the points. Inserting this leaves $R=\sum_i[(E_i-\bar E)+c(h_i-\bar h)]^2$, and $\partial R/\partial c=0$ yields
\begin{equation}
c=-\frac{\sum_i(h_i-\bar h)(E_i-\bar E)}{\sum_i(h_i-\bar h)^2}.
\end{equation}
What remains is a search over the single number $u$, with $1+uT>0$ throughout the window. The result is
\begin{equation}
E_0=86.245\ \text{mRy},\quad \alpha=0.0295\ \text{mRy/K},\quad \beta=292\ \text{K}.
\end{equation}
A separate nonlinear optimizer, started from other values, agrees.

The rms residual, 0.099 mRy or 1.35 meV, is 0.86\% of the 11.55 mRy shift at 600 K. The largest residual is at 0 K, where the fitted gap is too high by 0.245 mRy, or 3.3 meV. The residuals, data minus fit, are $-0.245$, $+0.153$, $-0.078$ and $+0.112$ mRy at 0, 100, 400 and 600 K. The fit starts too high, falls too early, and crosses the data three times.

At least three sign changes are forced by the least-squares conditions. The residuals are orthogonal to the derivatives of the model with respect to its parameters, hence to every combination
\begin{equation}
k_0+\frac{k_1T^2}{T+\beta}+\frac{k_2T^2}{(T+\beta)^2}
=\frac{k_1T^3+(k_0+k_1\beta+k_2)T^2+2k_0\beta T+k_0\beta^2}{(T+\beta)^2}.
\end{equation}
For $\beta>0$ the last two coefficients of the numerator share a sign, so by Descartes' rule it has at most two positive roots. Two conditions on three coefficients let us place these roots at any two chosen temperatures. If the residuals changed sign only twice, we could put the roots at those changes; every nonzero product of residual and combination would then have the same sign, and their sum could not vanish. For one change, put the second root above the window; for none, use the constant. So three changes alone prove nothing. The warning is that 31 residuals show no more than three: independent noise would normally flip sign far more often.

\subsection*{Why it looks good when warm, and what $\beta$ means}

For $x=\Theta/T\ll1$,
\begin{equation}
\frac{1}{e^x-1}=\frac1x\,\frac{1}{1+x/2+x^2/6+\cdots}
=\frac1x-\frac12+\frac{x}{12}+\cdots,
\end{equation}
where the last term comes from $-x^2/6+x^2/4=x^2/12$. Therefore
\begin{align}
S_B&=\frac{2a}{\Theta}T-a+\frac{a\Theta}{6T}+\cdots,\\
S_V&=\alpha T-\alpha\beta+\frac{\alpha\beta^2}{T}+\cdots .
\end{align}
If $E_0$ is held at the true $E(0)$, matching the first two terms gives $\alpha=2a/\Theta=0.0253$ mRy/K and $\beta=\Theta/2=158$ K. The shifts then differ by $a\Theta/2T-a\Theta/6T=a\Theta/3T$ to leading order, which vanishes on heating. This is the origin of the $\Theta/2$ you expected.

Your fit differs from this matching in two ways, which act in opposite directions. Its window is finite and ends at only $1.9\,\Theta$: with $E_0$ still held at 86 mRy, the same 31 points give $\beta=387$ K. Letting $E_0$ vary as well lowers this to 292 K. Freeing $E_0$ changes even the high-temperature matching: the constant term now requires $E_0+\alpha\beta=E_s$, and the $1/T$ term can be matched too, through $\alpha\beta^2=a\Theta/6$. With $\alpha=2a/\Theta$ this gives $\beta=\Theta/\sqrt{12}\simeq91$ K and $E_0=E_s-a/\sqrt3$, which is above the true $E(0)$ by $0.42a$. This value is approached only by windows lying wholly at high temperature (31 points from 600 to 2400 K give $\beta\simeq104$ K); windows of 31 points that start at 0 K come near $\Theta/2$ when they are made very wide. A better warm fit can thus be bought with a worse zero-temperature gap. In this model $\beta$ depends on how the fit is made, and is not a direct phonon temperature.

\subsection*{Would more cold data help?}

Only in part. Adding 30 equally spaced points from 0 to 60 K to your original 31 lowers the error of $E_0$ from 0.245 to 0.112 mRy, but the fit still has $c=9.0\times10^{-5}$ mRy/K$^2$, so it still starts quadratically. The other option is to narrow the window. Here are fits with 31 points from 0 K to different upper limits:
\begin{center}
\begin{tabular}{rrrr}
Top (K) & $E_0$ (mRy) & $c$ ($10^{-5}$ mRy/K$^2$) & $1/\beta$ ($10^{-3}$/K)\\
150 & 86.037 & 2.56 & $-3.44$\\
300 & 86.123 & 6.28 & $0.85$\\
600 & 86.245 & 10.11 & $3.43$\\
1200 & 86.363 & 13.16 & $5.01$
\end{tabular}
\end{center}
A colder window improves $E_0$: its error falls from 0.245 to 0.037 mRy. But $c$ stays positive, so the false quadratic start remains. Its value changes fivefold across the table, although the underlying data law is the same; it reflects the window, not a curvature of the data at $T=0$.

In the 150 K window, which lies wholly below the 198 K crossing, the best $\beta$ is negative. The crossing is not the threshold for this: $1/\beta$ stays negative until the top of the window reaches about 253 K. In terms of $u$ the exponent is $p_V=2-uT/(1+uT)$, which exceeds 2 only if $u<0$. The fit uses this freedom to imitate the steep data, at the price of a pole at $T=-\beta\simeq291$ K, outside the window. Such a curve cannot be extrapolated to room temperature.

\subsection*{When the exponential itself fails}

The exponential belongs to a mode with a finite minimum energy. Suppose instead that low-frequency modes contribute with a coupling weight $A\omega^\mu$, $\mu>0$. Substituting $\hbar\omega=k_BTy$,
\begin{equation}
S=2A\int_0^{\omega_c}\frac{\omega^\mu\,d\omega}{e^{\hbar\omega/k_BT}-1}
\simeq 2A\left(\frac{k_BT}{\hbar}\right)^{\mu+1}
\int_0^\infty\frac{y^\mu\,dy}{e^y-1},
\end{equation}
where $\omega_c$ is a cutoff and $k_BT\ll\hbar\omega_c$ allows the upper limit to be extended. The shift goes as $T^{\mu+1}$, so a quadratic law needs $\mu=1$.

For three-dimensional acoustic modes, the density of states gives $\omega^2$ and the squared amplitude gives $1/\omega$ times the occupation. With short-range coupling the gap responds to strain, not to a uniform translation, which gives another $\omega^2$. Then $\mu=3$ and $S\propto T^4$. This counting assumes that the electronic response does not depend on the phonon wavevector. Scattering within a parabolic band of mass $m^*$ by sound of velocity $v$ violates this: with short-range coupling that term goes as $T^4$ only for $k_BT\ll2m^*v^2$, a scale of roughly 0.2 to 3 K for typical masses, and as $T^2$ well above it, while long-range piezoelectric coupling gives $T^2$ at the lowest temperatures. Terms in $T^2$ can therefore occur in real crystals, with coefficients set by the acoustic coupling and not by a Varshni fit over a wide window. In a crystal with both kinds of mode, the acoustic power law eventually exceeds the optical exponential on cooling. A measured gap that is not exponential at the lowest temperatures is therefore not, by itself, evidence for Varshni's $T^2$; the local exponent has to be checked.

The remaining fit values and shifts are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Boltzmann constant: 6.333623e-03 mRy/K
conversion: 1 mRy = 13.6057 meV
static gap: 90.0 mRy; coupling a: 4.0 mRy
mode energy: 2.0 mRy; Theta: 315.78 K
data gap at 0 K: 86.0000 mRy
data gap at 600 K: 74.4501 mRy
data shift at 600 K: 11.5499 mRy
Varshni fit, 0 to 600 K, 31 points:
  E0 = 86.2448 mRy
  alpha = 0.029495 mRy/K; beta = 291.79 K
  c = alpha/beta = 1.0108e-04 mRy/K^2
  rms residual = 0.0993 mRy = 1.352 meV
  largest |data-fit| = 0.2448 mRy = 3.330 meV at 0 K
  rms / data shift at 600 K = 0.860 %
  sign changes of residual = 3
  E0 minus data gap at 0 K = 0.2448 mRy = 3.330 meV
data-fit (mRy) at selected T:
    0 K: -0.2448
   60 K: +0.0154
  100 K: +0.1528
  200 K: +0.0760
  300 K: -0.0486
  400 K: -0.0777
  500 K: -0.0175
  600 K: +0.1119
T(K), data shift(mRy), fit shift(mRy), fit/data, p data, p fit:
   20  1.1120e-06  3.7840e-02  3.403e+04  15.789  1.936
   40  2.9838e-03  1.4223e-01  47.67  7.897  1.879
   80  1.5751e-01  5.0773e-01  3.223  4.025  1.785
  160  1.2911e+00  1.6713e+00  1.295  2.292  1.646
  320  4.7545e+00  4.9368e+00  1.038  1.573  1.477
data exponent equals 2 at 198.15 K; Theta/T = 1.5936
straight-line analysis, 20 to 60 K:
  data activation temperature = 315.89 K
  data prefactor = 8.036 mRy
  fit apparent activation temperature = 62.41 K
  fit log-log power = 1.890
high-T matched alpha = 0.025334 mRy/K
high-T matched beta = 157.89 K
window top(K), E0(mRy), c(mRy/K^2), 1/beta(1/K), rms(mRy):
   150  86.0371  2.5620e-05  -3.4358e-03  0.02672
   300  86.1234  6.2773e-05  +8.4854e-04  0.06631
   600  86.2448  1.0108e-04  +3.4271e-03  0.09934
  1200  86.3632  1.3160e-04  +5.0056e-03  0.11521
coupling weight omega^1: low-T power = 2.0000
coupling weight omega^3: low-T power = 4.0000
\end{verbatim}
